\section*{Forces from Hubbard corrections with sphere and S-weighted orbital projectors}

\section*{The setting}

A Hubbard correction needs a number that says how full a localized shell is. In plane-wave calculations with augmented pseudo-orbitals, that number can be taken from the wave function inside a sphere around the atom, or from overlaps with atomic orbitals. This problem asks what each choice does to the forces.

Hartree atomic units are used. The pseudo-orbitals $\psi_n$ have fixed occupations $f_n$ and obey
\begin{equation}
\langle\psi_n|S|\psi_m\rangle=\delta_{nm},\qquad
S=1+\sum_J\sum_{ij}|p_i^J\rangle q_{ij}^J\langle p_j^J| .
\label{S}
\end{equation}
Here $p_i^J$ are the projectors of atom $J$. The real symmetric numbers $q_{ij}^J$ are the differences between the overlaps of full and smooth partial waves; they vanish for a norm-conserving atom. Projectors and partial waves move rigidly with their atom at $\mathbf R_J$. The symbol $\partial_J$ means the derivative with respect to one Cartesian component of $\mathbf R_J$, and $|\partial_J p\rangle$ is the derivative of the function $p$.

The energy is $E=E_0+E_U$, where $E_0$ is the uncorrected energy, including the repulsion between ions. One atom, $I$, carries the correction. For one spin channel,
\begin{equation}
E_U=\frac U2\,\mathrm{Tr}\,(n-n^2),
\label{EU}
\end{equation}
with $n$ a Hermitian matrix in the orbital index $m$ and $U$ a constant. Several atoms or spin channels add their contributions.

\section*{(a) The force on a stationary state}

\textbf{Question.} Let the orbitals be self-consistent solutions of $H\psi_n=\varepsilon_nS\psi_n$, expanded in plane waves in a fixed cell. Express the force on atom $J$ without derivatives of the orbitals, and find the potential matrix belonging to $E_U$.

\textbf{Solution.} The Hamiltonian is defined by $\delta E/\delta\langle\psi_n|=f_nH|\psi_n\rangle$. The total derivative of the energy is therefore
\begin{equation}
\frac{dE}{dR_J}=\partial_JE\big|_\psi
+\sum_nf_n\left(\langle d_J\psi_n|H|\psi_n\rangle+\text{c.c.}\right),
\end{equation}
where $d_J\psi_n$ is the response of the orbital. Since the basis does not move, $d_J\psi_n$ lies in the same space in which the eigenvalue equation holds, and $H\psi_n$ may be replaced by $\varepsilon_nS\psi_n$. Differentiating $\langle\psi_n|S|\psi_n\rangle=1$ gives
\begin{equation}
\langle d_J\psi_n|S|\psi_n\rangle+\text{c.c.}
=-\langle\psi_n|\partial_JS|\psi_n\rangle .
\end{equation}
With $F_J=-dE/dR_J$ the result is
\begin{equation}
F_J=-\partial_JE\big|_\psi
+\sum_nf_n\varepsilon_n\langle\psi_n|\partial_JS|\psi_n\rangle .
\label{HF}
\end{equation}
The eigenvalues belong to the full Hamiltonian, with its Hubbard part. A basis attached to the atoms would need further terms, because the response could then leave the space spanned at the old positions.

For the Hubbard energy, the cyclic property of the trace gives
\begin{align}
dE_U&=\frac U2\,\mathrm{Tr}\,(dn-n\,dn-dn\,n)
=\mathrm{Tr}\,(V\,dn),\\
V&=U\left(\tfrac12-n\right).
\label{V}
\end{align}
$V$ is diagonal in the eigenbasis of $n$. For $U>0$, an eigen-orbital of $n$ with occupation above $\tfrac12$ receives a negative shift, and one with occupation below $\tfrac12$ a positive shift.

\section*{(b) Occupations inside a sphere}

\textbf{Question.} Define $n$ from the angular components of the full wave function within a radius $r_c$ of atom $I$. Use the one-centre PAW expansion to find $n$ and the Hubbard operator.

\textbf{Solution.} Inside the sphere the full wave function is represented by
\begin{equation}
\psi_n^{1}(\mathbf r)=\sum_i\phi_i(\mathbf r-\mathbf R_I)\,c_{in},
\qquad c_{in}=\langle p_i^I|\psi_n\rangle .
\end{equation}
With a finite set of partial waves this is an approximation; here it is part of the definition of $n$. Write $\phi_i=[u_i(r)/r]\,Y_{m_i}$ with real $u_i$, for the chosen angular momentum. The component of $\psi_n^1$ along $Y_m$ is
\begin{equation}
a_{mn}(r)=\sum_{i:\,m_i=m}\frac{u_i(r)}r\,c_{in},
\end{equation}
because the $Y_m$ are orthonormal on the unit sphere. Hence
\begin{align}
n_{mm'}&=\sum_nf_n\int_0^{r_c}dr\,r^2a_{mn}(r)a_{m'n}^*(r)\nonumber\\
&=\sum_{i:\,m_i=m}\ \sum_{j:\,m_j=m'}w_{ij}\rho_{ij},
\label{nsphere}
\end{align}
with
\begin{equation}
w_{ij}=\int_0^{r_c}dr\,u_iu_j,\qquad
\rho_{ij}=\sum_nf_nc_{in}c_{jn}^* .
\end{equation}
The factor $r^2$ cancels the two factors $1/r$. The integral $w_{ij}$ uses distances from the nucleus, so it keeps its value when sphere and partial waves move together.

The chain rule now gives
\begin{equation}
\frac{\partial E_U}{\partial\rho_{ij}}
=V_{m_jm_i}w_{ij}\equiv D_{ji}^U .
\label{DU}
\end{equation}
The indices are reversed because $\mathrm{Tr}(V\,dn)=\sum_{mm'}V_{m'm}\,dn_{mm'}$. Varying $\langle\psi_n|$ in $\rho_{ij}=\sum_nf_n\langle p_i|\psi_n\rangle\langle\psi_n|p_j\rangle$ leaves $|p_j\rangle\langle p_i|\psi_n\rangle$, so
\begin{equation}
H_U=\sum_{ij}|p_j^I\rangle D_{ji}^U\langle p_i^I| .
\end{equation}
This has the form of the nonlocal PAW operator. The correction is a shift of its strengths.

\section*{(c) The force in the sphere scheme}

\textbf{Question.} Does $E_U$ require a new force term? Distinguish what is held fixed, and say which atoms are affected.

\textbf{Solution.} Regard $E_0$ as a function of the orbitals, the one-centre matrices $\rho^J$ and the positions, and let $D_{ji}^{0,J}=\partial E_0/\partial\rho_{ij}^J$. At fixed orbitals the coefficients change by $\partial_Jc_{in}=\langle\partial_Jp_i^J|\psi_n\rangle$. For a Hermitian matrix $D$,
\begin{align}
\sum_{ij}D_{ji}\,\partial_J\rho_{ij}
&=\sum_nf_n\sum_{ij}\left[c_{jn}^*D_{ji}\,\partial_Jc_{in}
+(\partial_Jc_{jn})^*D_{ji}c_{in}\right]\nonumber\\
&=2\,\mathrm{Re}\sum_nf_n\sum_{ij}
\langle\psi_n|\partial_Jp_i^J\rangle D_{ij}\langle p_j^J|\psi_n\rangle .
\end{align}
In the first line the two terms are complex conjugates after summation; in the second the indices have been renamed. The overlap term of \eqref{HF} has the same structure with $\varepsilon_nq_{ij}$ in place of $D_{ij}$ and the opposite sign in the force. Altogether
\begin{align}
F_J={}&-\partial_JE_0\big|_{\psi,\rho}
-2\,\mathrm{Re}\sum_nf_n\sum_{ij}\langle\psi_n|\partial_Jp_i^J\rangle
\nonumber\\
&\times\left(D_{ij}^{0,J}+\delta_{IJ}D_{ij}^U-\varepsilon_nq_{ij}^J\right)
\langle p_j^J|\psi_n\rangle .
\label{Fsphere}
\end{align}

This is the ordinary PAW force with updated strengths and eigenvalues. Whether the Hubbard term ``adds a force'' depends on the quantity held fixed:
\begin{itemize}
\item At fixed $\rho_{ij}$, the derivative of $E_U$ is zero, since $E_U$ depends on nothing else. In this sense there is no explicit force.
\item At fixed $\psi_n$, the projectors move through the orbitals and change $\rho_{ij}$. The resulting force contains $D^U$ and acts on atom $I$ alone.
\item When $U$ is switched on and the calculation is converged again, the orbitals and eigenvalues change. Forces on other atoms can then change through their ordinary terms.
\end{itemize}
Leaving $D^U$ out of \eqref{Fsphere} would thus be wrong, although no separate Hubbard routine is needed. If $r_c$, the partial waves or $U$ varied with the geometry, the first statement would fail and their derivatives would enter.

\section*{(d) S-weighted atomic orbitals}

\textbf{Question.} Now let $\varphi_m$ be fixed atomic orbitals carried by atom $I$, not orthogonalized to one another or to orbitals of other atoms. Define
\begin{equation}
b_{mn}=\langle\varphi_m|S|\psi_n\rangle,\qquad
n_{mm'}=\sum_nf_nb_{mn}b_{m'n}^* .
\label{nao}
\end{equation}
Find the Hubbard force.

\textbf{Solution.} Since $S$ is Hermitian, $b_{mn}=\langle S\varphi_m|\psi_n\rangle$. The function that plays the part of a projector is $S\varphi_m$. Varying $\langle\psi_n|$ in $n_{mm'}=\sum_nf_n\langle S\varphi_m|\psi_n\rangle\langle\psi_n|S\varphi_{m'}\rangle$ leaves $|S\varphi_{m'}\rangle\langle S\varphi_m|\psi_n\rangle$, weighted by $V_{m'm}$ in $\mathrm{Tr}(V\,dn)$. After renaming the indices, the Hubbard part of the Hamiltonian in this scheme is
\begin{equation}
H_U=\sum_{mm'}|S\varphi_m\rangle V_{mm'}\langle S\varphi_{m'}| .
\label{HUao}
\end{equation}
At fixed orbitals $\partial_Jb_{mn}=\langle\partial_J(S\varphi_m)|\psi_n\rangle$. Inserting this into $\mathrm{Tr}(V\,dn)$ gives
\begin{align}
\partial_JE_U\big|_\psi
&=\sum_nf_n\sum_{mm'}V_{m'm}
\left[(\partial_Jb_{mn})b_{m'n}^*+b_{mn}(\partial_Jb_{m'n})^*\right]\nonumber\\
&=2\,\mathrm{Re}\sum_nf_n\sum_{mm'}(\partial_Jb_{mn})^*V_{mm'}b_{m'n},
\end{align}
where again the two terms are conjugates because $V$ is Hermitian. The force to be added to the ordinary one is
\begin{equation}
F_J^U=-2\,\mathrm{Re}\sum_nf_n\sum_{mm'}
\langle\psi_n|\partial_J(S\varphi_m)\rangle V_{mm'}
\langle\varphi_{m'}|S|\psi_n\rangle .
\label{FU}
\end{equation}
The product rule separates its two sources:
\begin{equation}
\partial_J(S\varphi_m)=\delta_{IJ}\,S\,\partial_I\varphi_m
+(\partial_JS)\varphi_m .
\label{product}
\end{equation}
Only atom $I$ carries the orbital, hence the Kronecker symbol. Every augmented atom carries a part of $S$, and from \eqref{S}
\begin{equation}
\partial_JS=\sum_{ij}q_{ij}^J\left(
|\partial_Jp_i^J\rangle\langle p_j^J|
+|p_i^J\rangle\langle\partial_Jp_j^J|\right).
\label{dS}
\end{equation}

The overlap derivative in \eqref{FU} is distinct from the one in \eqref{HF}. The latter preserves the normalization of the orbitals; the former describes how the measured Hubbard occupation changes. Both are needed.

\section*{(e) When a neighbour feels the correction}

\textbf{Question.} Can \eqref{FU} act on an atom without $U$? Find the conditions and give the physical reason.

\textbf{Solution.} For $J\ne I$ the orbital term disappears, but the matrix element
\begin{align}
\langle\psi_n|\partial_JS|\varphi_m\rangle=\sum_{ij}q_{ij}^J\big(
&\langle\psi_n|\partial_Jp_i^J\rangle\langle p_j^J|\varphi_m\rangle
\nonumber\\
&+\langle\psi_n|p_i^J\rangle\langle\partial_Jp_j^J|\varphi_m\rangle\big)
\label{neighbour}
\end{align}
can remain. The neighbour need not have a Hubbard parameter. It needs nonzero $q^J$, and its projectors or their derivatives must overlap both the Hubbard orbital and an occupied state. These conditions are necessary; contributions may still cancel in the sum.

The reason is that $S$ restores the part of an overlap missing from the smooth functions. If the tail of $\varphi_m$ enters the augmentation region of atom $J$, that region contributes to $b_{mn}$. Moving atom $J$ changes the contribution even while $\psi_n$ and $\varphi_m$ stand still. The sphere occupation contains the projectors of atom $I$ alone and has no such dependence.

Three limits follow. If atom $J$ is norm-conserving, $q^J=0$ and its explicit Hubbard force vanishes. If the orbital is zero throughout the support of $p_i^J$, both orbital factors in \eqref{neighbour} vanish. If all atoms are norm-conserving, $S=1$ and just the orbital derivative on atom $I$ survives.

Orthogonalizing the atomic orbitals can change the problem. The coefficients of the orthogonalized functions depend on overlap matrices. These vary with the positions when orbitals of different atoms are mixed, or when the augmentation of a neighbour contributes to the overlap. For orbitals of atom $I$ alone with $S=1$ they are constant. Equation \eqref{FU} still holds with the new functions in place of $\varphi_m$, but \eqref{product} must then include the derivatives of those coefficients. If orbitals of other atoms are mixed in, the displacement of those orbitals with their own atoms enters as well. Even a norm-conserving neighbour can then feel an explicit Hubbard force.

\section*{(f) The net force}

\textbf{Question.} Must the explicit Hubbard forces sum to zero? What happens if the neighbour term is omitted?

\textbf{Solution.} Consider displacements along one axis. Shifting all atoms and orbitals by $d$ multiplies each plane-wave coefficient by a phase. The basis is unchanged, and so is the energy, provided that no fixed real-space grid introduces an error into its integrals. The total forces therefore satisfy $\sum_JF_J=0$.

$E_U$ is also unchanged by this joint shift, but its explicit forces are derivatives with the orbitals held still. With $H_U$ the operator \eqref{HUao}, their sum must balance the change caused by shifting the orbitals alone, for which $\delta\psi_n=-d\,\partial_x\psi_n$:
\begin{align}
\sum_JF_J^U&=-\sum_nf_n\left(
\langle\partial_x\psi_n|H_U|\psi_n\rangle+\text{c.c.}\right)\nonumber\\
&=\sum_nf_n\langle\psi_n|[\partial_x,H_U]|\psi_n\rangle .
\end{align}
The last step uses $\partial_x^\dagger=-\partial_x$. This sum is in general not zero; the remaining forces compensate it. If the neighbour terms are left out, the computed total force misses their sum, and a net force equal to minus that sum appears. A vanishing net force is necessary for correctness but not sufficient, since errors on different atoms may cancel.

\section*{(g) A model with three atoms}

\textbf{Question.} Compare the schemes in a one-dimensional crystal in which atom A has $U$ and augmentation, B has augmentation but no $U$, and C has neither.

\textbf{Solution.} The cell length is 9 bohr and the atoms sit at 1.0, 3.3 and 6.1 bohr. Three states are occupied by one electron each at the single Bloch wave number $0.15\ \mathrm{bohr}^{-1}$, in a basis of 41 plane waves. The Hamiltonian has Gaussian wells and nonlocal terms, but no Hartree, exchange-correlation or ion--ion energy. The forces are those of this model, which is not at equilibrium.

Even and odd functions about A replace the angular functions. With $x$ in bohr, the smooth partial waves are $\cos x$ and $\sin x$. Inside $r_c=1$ bohr the full ones are larger by the factor $1+0.4(1-x^2/r_c^2)^2$. The atomic orbitals are proportional to $e^{-\alpha x^2}$ and $xe^{-\alpha x^2}$, with $\alpha=0.8\ \mathrm{bohr}^{-2}$, and are normalized with the $S$ of an isolated atom A. We take $U=0.2$ Ha. Numbers below are rounded separately, so a sum may differ by one in its last digit.

\emph{Spheres.} The even occupation is $n_{ee}=0.827$. With $w_{ee}=2.318$, equations \eqref{V} and \eqref{DU} give
\begin{equation}
D_{ee}^U=2.318\times0.2\times(0.5-0.827)=-0.152
\end{equation}
in the model's atomic units. The forces, in Ha/bohr, are:
\begin{center}
\begin{tabular}{lrrr}
 & A & B & C\\
Total, $U=0$ & $0.1642$ & $-0.0848$ & $-0.0795$\\
Total, with $U$ & $0.1678$ & $-0.0868$ & $-0.0810$\\
Part through $D^U$ & $-0.0139$ & $0$ & $0$
\end{tabular}
\end{center}
The part through $D^U$ on A is $-0.72$ eV/\AA. The total force on A nevertheless rises by $0.0035$ Ha/bohr: changes in the orbitals and eigenvalues contribute $0.0035+0.0139\approx0.0175$ Ha/bohr to the ordinary terms. The force on C changes too, by $-0.0015$ Ha/bohr. Since $q^C=0$, no eigenvalue enters its force, and this change comes from the orbitals alone.

\emph{S-weighted orbitals.} The contributions, again in Ha/bohr, are:
\begin{center}
\begin{tabular}{lrrr}
 & A & B & C\\
Ordinary terms & $0.1613$ & $-0.0829$ & $-0.0813$\\
Orbital derivative & $0.0276$ & $0$ & $0$\\
Overlap derivative & $-0.0105$ & $-0.0143$ & $0$\\
Total & $0.1784$ & $-0.0971$ & $-0.0813$
\end{tabular}
\end{center}
Atom B has no $U$, yet its explicit Hubbard force is $-0.0143$ Ha/bohr, or $-0.73$ eV/\AA. Its magnitude is about 15\% of that of the total force on B. The explicit Hubbard forces sum to
\begin{equation}
0.0276-0.0105-0.0143=0.0028\ \text{Ha/bohr},
\end{equation}
whereas the total forces sum to zero within rounding error. Omitting the term on B leaves a net force of $+0.0143$ Ha/bohr.

The two schemes give different occupations: $n_{ee}$ is 0.947 here, against 0.827 in the sphere. The same $U$ therefore does not define the same correction, and the difference between their total forces is not an error of either formula.

The role of the orbital tail can be seen by raising $\alpha$ to $4\ \mathrm{bohr}^{-2}$. The projectors of B begin 1.3 bohr from A. At that edge the unnormalized even Gaussian falls from $e^{-0.8(1.3)^2}\approx0.26$ to $e^{-4(1.3)^2}\approx0.0012$. After a new self-consistent calculation the explicit force on B is $3.5\times10^{-6}$ Ha/bohr, about $2\times10^{-4}$ of its former magnitude. The occupations change as well, $n_{ee}$ from 0.947 to 0.695 and $n_{oo}$ from 0.926 to 0.402, and $V$ changes with them, so this ratio does not measure the overlap alone; the near disappearance of the force agrees with \eqref{neighbour}.

The numerical check compares the total forces in both schemes with finite differences of self-consistent energies, and the separate Hubbard parts with finite differences at frozen orbitals.

\section*{Calculated quantities}
\begin{verbatim}
Model inputs
cell length: 9.0000000 bohr
positions A B C: 1.0000000  3.3000000  6.1000000 bohr
k-point: 0.1500000 1/bohr
plane waves: 41; occupied states: 3
sphere radius: 1.0000000 bohr
partial-wave enhancement factor: 0.4000000 (dimensionless)
well depths A B C: 1.5000000  1.0000000  0.8000000 Ha
well width: 0.8000000 bohr
bare D even, odd on A: -0.3000000  -0.5000000 (model a.u.)
bare D even, odd on B: 0.2000000  -0.2000000 (model a.u.)
bare D even, odd on C: 0.3000000  0.1000000 (model a.u.)
U on A: 0.2000000 Ha
Gaussian exponent: 0.8000000 1/bohr^2
augmentation q even, odd on A and B: 0.8632641  0.1201010 (model a.u.)
sphere integrals w ee, oo, eo: 2.3179128  0.6654522  0.9623277 (model a.u.)
Sphere scheme, atoms in order A B C
occupations n_ee, n_oo, |n_eo|: 0.8272468  0.7389020  0.0483637 
D_U ee, oo: -0.1517059  -0.0317956 (model a.u.)
total energy: -1.6633793 Ha
total force with U: 0.1677944  -0.0868155  -0.0809789 Ha/bohr
finite-difference force: 0.1677944  -0.0868155  -0.0809789 Ha/bohr
part through D_U at fixed psi: -0.0139153  0.0000000  0.0000000 Ha/bohr
total force at U = 0: 0.1642482  -0.0847713  -0.0794770 Ha/bohr
change of total force by U: 0.0035462  -0.0020443  -0.0015019 Ha/bohr
S-weighted orbital scheme, atoms in order A B C
occupations n_ee, n_oo, |n_eo|: 0.9472422  0.9263679  0.0218961 
total energy: -1.6853041 Ha
ordinary force without Hubbard terms: 0.1613114  -0.0828630  -0.0812731 Ha/bohr
orbital-derivative force on A: 0.0275721 Ha/bohr
overlap-derivative force: -0.0104652  -0.0142823  -0.0000000 Ha/bohr
total force: 0.1784184  -0.0971452  -0.0812731 Ha/bohr
finite-difference force: 0.1784184  -0.0971452  -0.0812731 Ha/bohr
sum of explicit Hubbard forces: 0.0028247 Ha/bohr
net force if B overlap term is omitted: 0.0142823 Ha/bohr
compact Gaussian exponent: 4.0000000 1/bohr^2
B overlap force, compact orbital: 3.479e-06 Ha/bohr
Checks and conversion
largest force error, spheres: 3.5e-13 Ha/bohr
largest force error, orbitals: 3.5e-13 Ha/bohr
net total force, spheres: 4.0e-14 Ha/bohr
net total force, orbitals: 5.9e-14 Ha/bohr
sphere D_U force on A: -0.7155560 eV/angstrom
orbital-scheme Hubbard force on B: -0.7344233 eV/angstrom
\end{verbatim}
